\section*{Zener's limiting grain radius and the cost of its assumptions}

\section{One particle and a rigid boundary}

Let a flat, rigid grain boundary of energy $\gamma$ per area cut a spherical particle of radius $r$. If the plane lies a height $h$ above the particle centre, with $|h|<r$, the particle replaces a disc of boundary of area $\pi(r^2-h^2)$. Measured from the uncut plane, the energy is
\begin{equation}
E(h)=-\pi\gamma(r^2-h^2),\qquad \frac{dE}{dh}=2\pi\gamma h .
\end{equation}
A plane that has passed the centre ($h>0$) is pulled back, because moving on restores boundary area. The mean backward force over this half of the passage is
\begin{equation}
\frac1r\int_0^r 2\pi\gamma h\,dh=\pi r\gamma .
\end{equation}
A plane that has not yet reached the centre ($h<0$) is pulled forward just as strongly, so the mean over $-r<h<r$ is zero. Random particles therefore exert no mean drag on a rigid plane. A mean drag arises when the boundary bends, clings to a particle and lets go late.

Zener's estimate takes a short cut: every particle that a rigid boundary would cut pulls backward with force $\pi r\gamma$. The result is
\begin{equation}
R_Z=\frac{4r}{3f},
\label{eq:result}
\end{equation}
where $f$ is the volume fraction of particles. It is derived first; then the short cut is examined.

The assumptions are these. The boundary energy is isotropic. The particles are equal, immobile and placed at random, with $f\ll1$. The grain is a sphere whose radius $R\gg r$ is also the boundary's radius of curvature. Both grains have the same interface energy with the particle.

\section{Pressure from curvature}

Displace a spherical boundary outward by a small distance $u$, which may vary over the surface. An element of solid angle $d\Omega$ changes its area from $R^2d\Omega$ to $(R+u)^2d\Omega$; the slope of $u$ enters only at second order. To first order,
\begin{equation}
\delta A=\int 2Ru\,d\Omega=\frac2R\int uR^2d\Omega=\frac2R\,\delta V .
\end{equation}
The energy released per volume swept inward is the pressure
\begin{equation}
P_c=\frac{2\gamma}{R}.
\label{eq:curv}
\end{equation}
As a test, a local bulge was raised and lowered on a sphere of radius 3 with amplitude $10^{-3}$. The ratio of area change to volume change agreed with $2/R$ to the six decimals printed.

\section{Greatest pull of one particle}

A real boundary can slide over the particle. Sliding exchanges one particle--grain interface for the other, which costs nothing when their energies are equal. Equilibrium then requires the boundary tension to have no component along the particle surface, so the boundary meets the particle at a right angle.

Let the contact circle lie at latitude $\theta$, counted from the equator towards the direction of motion. Its radius is $r\cos\theta$. The boundary leaves radially, so the tension $\gamma$ per length has axial component $\gamma\sin\theta$. The backward force on the boundary is
\begin{equation}
F=(2\pi r\cos\theta)(\gamma\sin\theta)=\pi r\gamma\sin2\theta .
\label{eq:force}
\end{equation}
It is greatest at $\theta=45^\circ$:
\begin{equation}
F_{\max}=\pi r\gamma .
\end{equation}

The same force must follow from the energy, and this also gives the boundary's shape. Neglect the driving pressure on the surface near the particle. The axial tension through every circle of radius $\rho$ is then the same. With slope angle $\phi$,
\begin{equation}
2\pi\rho\gamma\sin\phi=F
\quad\Longrightarrow\quad
\sin\phi=\frac c\rho,\qquad c=\frac{F}{2\pi\gamma}=r\sin\theta\cos\theta .
\end{equation}
Since $dz/d\rho=\tan\phi=c/\sqrt{\rho^2-c^2}$, the surface is a catenoid, $z=c\,\mathrm{arcosh}(\rho/c)+\text{const}$. At the contact, $\rho/c=r\cos\theta/c=1/\sin\theta$. An outer ring of radius $L$ therefore stands above the particle centre by
\begin{equation}
H(\theta)=r\sin\theta+c\left[\mathrm{arcosh}\frac Lc-\mathrm{arcosh}\frac1{\sin\theta}\right].
\label{eq:height}
\end{equation}
Raising the ring does work against $F$, while sliding at the contact does none to first order, so $\gamma\,dA/dH=F$. Numerical differentiation of the catenoid area at $L=4.714\,r$ gave $2.01938$, $3.14159$ and $2.95213$ in units of $r\gamma$ at $20^\circ$, $45^\circ$ and $55^\circ$. Equation~\eqref{eq:force} gives the same digits.

\section{Counting, drag and balance}

The number of particles per volume is
\begin{equation}
n=\frac{f}{4\pi r^3/3}=\frac{3f}{4\pi r^3}.
\end{equation}
A plane cuts the particles whose centres lie within $r$ on either side, that is, in a slab of thickness $2r$. Per area of boundary there are
\begin{equation}
n_A=2rn=\frac{3f}{2\pi r^2}.
\label{eq:count}
\end{equation}
In a test with $f=0.03$, random particle heights produced 108\,910 cuts, which is $1.0004$ times this prediction; the statistical error is below $0.3\%$.

If each of these particles exerts its greatest pull, the drag pressure is
\begin{equation}
P_Z=n_AF_{\max}=\frac{3f}{2\pi r^2}\,\pi r\gamma=\frac{3f\gamma}{2r}.
\label{eq:drag}
\end{equation}
Setting $P_c=P_Z$ and multiplying by $2rR/\gamma$ gives
\begin{equation}
\frac{2\gamma}{R}=\frac{3f\gamma}{2r}
\quad\Longrightarrow\quad 4r=3fR
\quad\Longrightarrow\quad R=\frac{4r}{3f}=R_Z .
\end{equation}
The boundary energy cancels because it sets both the drive and the drag. A grain with $R<R_Z$ has $P_c>P_Z$ and shrinks. A grain with $R>R_Z$ is held: drag opposes motion and rises only as far as needed, so it does not push the boundary outward. Coarsening by the loss of small grains should thus stop when the typical radius is of the order of $R_Z$. In a polycrystal the faces of a typical grain are flatter than a sphere of its size, so growth can stop earlier.

\paragraph{Curved boundary.} On a sphere the slab becomes a shell of volume
\begin{equation}
\frac{4\pi}{3}\left[(R+r)^3-(R-r)^3\right]
=8\pi R^2r\left(1+\frac{r^2}{3R^2}\right).
\end{equation}
The drag grows by the last factor, and to leading order $R_Z$ falls by the relative amount $r^2/(3R_Z^2)=3f^2/16$. At $f=0.1$ this is $0.19\%$. Solving the balance with the full shell gave $0.99812\,R_Z$, in agreement.

\paragraph{Columnar grains.} If grains span a film, their side walls are curved in one direction and $P_c=\gamma/R$. With the same drag,
\begin{equation}
\frac{\gamma}{R}=\frac{3f\gamma}{2r}
\quad\Longrightarrow\quad R_{\rm col}=\frac{2r}{3f}=\frac{R_Z}{2}.
\end{equation}
With Zener's drag, the prefactor therefore depends on grain geometry, while the scaling $r/f$ does not.

\paragraph{Unequal particles.} For particle radii $a$, each size contributes $2a$ to the slab and $\pi a\gamma$ to the force. Hence
\begin{equation}
P=2\pi\gamma n\langle a^2\rangle,\quad
n=\frac{3f}{4\pi\langle a^3\rangle}
\quad\Longrightarrow\quad
R=\frac{4}{3f}\frac{\langle a^3\rangle}{\langle a^2\rangle}.
\end{equation}
For a log-normal distribution with median $r$ and logarithmic width $\sigma$, $\langle a^k\rangle=r^ke^{k^2\sigma^2/2}$. The radius is multiplied by $e^{(9-4)\sigma^2/2}=e^{5\sigma^2/2}$.

\section{A boundary that bends}

Now let the boundary advance slowly through the particles. It first touches a particle at $H=-r$ and snaps onto it. It stays attached until $H$ reaches the maximum $H_*$ of Eq.~\eqref{eq:height}, where no further attached equilibrium exists, and then springs free. Because the centres are random, the number of attached particles per area with heights between $H$ and $H+dH$ is $n\,dH$. The force is odd in $H$, so the part from $-r$ to $r$ cancels:
\begin{equation}
P_{\rm flex}=n\int_{-r}^{H_*}F\,dH=nW,\qquad
W=\int_r^{H_*}F\,dH=\gamma\,[A(H_*)-A(r)] .
\label{eq:flex}
\end{equation}
This $W$ is the energy lost in the two jumps. Snapping on loses $\gamma[\pi L^2-A(r)]$, since $A(-r)=A(r)$; springing free loses $\gamma[A(H_*)-\pi L^2]$; the flat area cancels in the sum. Since $P_Z=2rn\,\pi r\gamma$,
\begin{equation}
\frac{P_{\rm flex}}{P_Z}=\frac{W}{2\pi r^2\gamma},\qquad
R_{\rm flex}=R_Z\,\frac{2\pi r^2\gamma}{W}.
\end{equation}

The ring radius $L$ stands for half the distance between attached particles. Giving each particle the area it has on a rigid plane, $\pi L^2=1/n_A$, yields $L=r\sqrt{2/(3f)}$, or $4.714\,r$ at $f=0.03$. Release then occurs at $\theta=62^\circ$ and $H_*=1.966\,r$, beyond the angle of greatest force. The force integral and the area difference both give $W=2.772\,r^2\gamma$, so
\begin{equation}
\frac{P_{\rm flex}}{P_Z}=\frac{2.772}{2\pi}=0.441 .
\end{equation}
For this $f$, Zener's short cut overstates the drag of the flexible model by a factor of about 2.3.

The factor is itself approximate. Doubling $L$ at fixed $f$ changes the ratio to $0.542$. The flexible boundary also holds about $1.5\,n_A$ particles per area, because it keeps them up to $H_*$; matching $L$ to that density gives $L=3.9\,r$ and a ratio of $0.41$. The pressure that bows the boundary between particles was also left out. For small slopes and one particle per cell, $\pi L^2P=F=2\pi\gamma c$, so the pressure subtracts $P\rho/(2\gamma)=c\rho/L^2$ from the slope. Over the cell this lowers the height by about
\begin{equation}
\int_0^L\frac{c\rho}{L^2}\,d\rho=\frac c2\le\frac r4 ,
\end{equation}
which is not negligible beside $H_*-r$. Release then comes earlier and the drag falls, whereas a larger $L$ raises it. The size of the fall depends on how the pressure is assigned. If each cell carries the pressure $F/(\pi L^2)$ of its own particle, the ratio drops to about $0.36$. If all cells share the mean drag pressure, first contact also moves earlier and the ratio drops only to about $0.43$. The ratio $0.441$ is therefore uncertain by some tens of per cent.

\section{Example: a copper film with fine particles}

Take $r=5$~nm, $f=0.03$ and a rough boundary energy $\gamma=0.6$~J/m$^2$, in a film of thickness $h_f=1000$~nm annealed at 673~K. Then
\begin{align}
F_{\max}&=\pi(5\times10^{-9})(0.6)\ \mathrm N=9.42\ \mathrm{nN},\\
n_A&=\frac{3(0.03)}{2\pi(5\ \mathrm{nm})^2}=573\ \mu\mathrm m^{-2},\\
P_Z&=\frac{3(0.03)(0.6)}{2(5\times10^{-9})}\ \mathrm{Pa}=5.40\ \mathrm{MPa},\\
R_Z&=\frac{4(5\ \mathrm{nm})}{3(0.03)}=222\ \mathrm{nm}.
\end{align}
The limiting diameter is 444~nm. With the flexible boundary the drag is $2.38$~MPa and the radius 504~nm; with $L$ doubled it is $222/0.542=410$~nm. A log-normal spread $\sigma=0.30$ at fixed median would multiply the Zener radius by $1.25$, giving about 278~nm.

\paragraph{Temperature.} Thermal motion lets the boundary attach before contact and release before $H_*$. For $r<H<H_*$, Eq.~\eqref{eq:height} has a second solution with larger $\theta$, the saddle between the attached and free states. A barrier is taken as crossable if it is below $k_BT\ln(\nu t)$. With a rough attempt rate $\nu=10^{13}$~s$^{-1}$ and a wait $t=1000$~s at each height, this is $0.0580\ln10^{16}=2.14$~eV, against $\gamma r^2=93.6$~eV. Attachment moves to $H=-1.209\,r$ and release to $1.925\,r$. The integral in Eq.~\eqref{eq:flex} then runs from $1.209\,r$ to $1.925\,r$, the drag ratio falls to $0.341$, and the spherical-grain radius rises to 652~nm. Most of the lost range comes from early attachment, but this part is only indicative: at its saddle the contact circle has a radius of 0.19~nm, less than the spacing of copper atoms, where a continuous boundary is no longer a sound model. With thermal release alone the ratio is $0.423$ and the radius 526~nm.

\paragraph{Thickness.} The thermal radius of 652~nm means a diameter of about 1300~nm, which exceeds the film thickness, so the spherical formula no longer applies. When grains of radius 500~nm span the film, their drive drops to $\gamma/R=1.2$~MPa, below the thermal drag of $0.341\times5.40=1.84$~MPa. In this model growth would stall near the film thickness.

\paragraph{Surface grooves.} Where a boundary meets a free surface of energy $\gamma_s$, force balance gives a groove of slope angle $\psi$ with $\gamma=2\gamma_s\sin\psi$. If a boundary can lean by about $\psi$ at both surfaces before escaping, its curvature across the film is about $2\sin\psi/h_f$ and the holding pressure is of order
\begin{equation}
\gamma\,\frac{2\sin\psi}{h_f}=\frac{\gamma^2}{\gamma_sh_f}=0.21\ \mathrm{MPa}
\end{equation}
for a rough $\gamma_s=1.7$~J/m$^2$. This is $4\%$ of $P_Z$ and $9\%$ of the flexible drag.

\section{Texture can remove the limit}

Suppose that a film held by its substrate has an equal in-plane strain $\varepsilon$ in every grain. This suits grains that are wide compared with the film thickness; for smaller grains enclosed in the film it gives only a rough estimate. The stress $M\varepsilon$ then depends on orientation. Two in-plane directions contribute, so the energy density is $\tfrac12(2M\varepsilon)\varepsilon=M\varepsilon^2$. The free surface fixes the normal strain $\varepsilon_n$.

For a (100) grain, $C_{11}\varepsilon_n+2C_{12}\varepsilon=0$, hence
\begin{equation}
M_{100}=C_{11}+C_{12}+C_{12}\frac{\varepsilon_n}{\varepsilon}
=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{equation}
For a (111) grain, put $d=\varepsilon_n-\varepsilon$ and $K=C_{11}+2C_{12}$. In the cubic axes the diagonal strains are $\varepsilon+d/3$ and the off-diagonal ones $d/3$. The stresses are $s=K(\varepsilon+d/3)$ and $q=2C_{44}d/3$. Zero normal stress means $s+2q=0$, so $d=-3K\varepsilon/(K+4C_{44})$. The in-plane stress is $s-q=-3q$, and
\begin{equation}
M_{111}=-\frac{2C_{44}d}{\varepsilon}=\frac{6C_{44}K}{K+4C_{44}} .
\end{equation}
Rough room-temperature copper constants $C_{11},C_{12},C_{44}=168,121,75$~GPa give $M_{100}=115$~GPa and $M_{111}=260$~GPa. Copper is softer at 673~K; constants of roughly $153,114,65$~GPa would lower $M_{111}-M_{100}$, and with it every $\Delta W$ below, by about $7\%$.

While both orientations stay elastic, strain energy thus favours (100) grains. A (111) grain surrounded by them feels the extra inward pressure $\Delta W=(M_{111}-M_{100})\varepsilon^2$, and its boundary stops if
\begin{equation}
\frac{2\gamma}{R}+\Delta W=P
\quad\Longrightarrow\quad
R=\frac{2\gamma}{P-\Delta W}\qquad(\Delta W<P),
\end{equation}
where $P$ is the drag. If $\Delta W\ge P$ there is no limiting radius for this kind of growth.

An assumed elastic strain of $0.2\%$ in both orientations (called yield-limited in the output) gives $\Delta W=0.58$~MPa. The limit moves from 222 to 249~nm with Zener's drag, and from 504 to 666~nm with the flexible drag. The two flexible radii give diameters at or above the film thickness, so they show only the direction of the change. A rough expansion mismatch of 14~ppm/K over 380~K, carried without yielding, gives $\varepsilon=0.53\%$ and $\Delta W=4.1$~MPa. This is below $P_Z$ but $1.7$ times the flexible drag, so at this strain the two drag models disagree on whether growth stops at all. This elastic strain is an upper bound for the assumed mismatch: the stress in a (111) grain would be about 1.4~GPa, far more than a copper film can be expected to hold at 673~K.

Yielding does not leave equal elastic strains. Suppose slip starts at the same resolved shear stress $\tau$ in both orientations. The in-plane stress is then $\tau/m$, where the greatest Schmid factor $m$ is $0.408$ for (100) and $0.272$ for (111), and the stored energy density is $\tau^2/(m^2M)$. With the room-temperature moduli the two energies agree within about $1\%$, and with the softer constants within about $6\%$, so in this simple picture $\Delta W$ nearly vanishes once both orientations have yielded. Differences in surface and interface energy, left out here, may favour other orientations.

\section{Using the result}

The loading $f=0.03$ suits a particle-strengthened copper alloy; ordinary interconnect copper is kept much purer for the sake of its resistivity. At the same $r$, $f=0.003$ would give $R_Z=2.2~\mu$m, larger than this film is thick, so grains would span the film before the particles could stop them. For the loaded film, one of the largest corrections comes from the assumption that every cut particle pulls at full strength: relaxing it takes 222~nm to about 500~nm.

Particles may also coarsen during the anneal. At fixed $f$ the limit follows $R_Z\propto r$, so doubling the particle radius doubles it. If particles sit preferentially on boundaries, with $q$ times the random density there, Zener's estimate makes $n_A$ and the drag rise by the factor $q$ and the radius fall by the same factor. Without thermal motion, the flexible model keeps $R\propto r$ at fixed $f$, but it departs from the simple proportions in $q$ and $f$. Its drag ratio rises with $L/r$, and $L/r$ grows as $f$ falls, so its limiting radius depends on $f$ somewhat more weakly than $1/f$. Equation~\eqref{eq:result} is therefore best used for the approximate trend with $r$ and $f$ and for a first size within a factor of a few, in films where $\Delta W$ is well below the drag and the predicted diameter is below the thickness. The main values are in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
Particle radius: 5.0 nm; volume fraction: 0.030
Boundary energy (rough): 0.60 J/m^2
Film thickness: 1000 nm; anneal: 673 K
Bulged sphere, pressure/(2 gamma/R): 1.000000
Energy force at 20 deg: 2.01938 r gamma; formula 2.01938
Energy force at 45 deg: 3.14159 r gamma; formula 3.14159
Energy force at 55 deg: 2.95213 r gamma; formula 2.95213
Greatest energy force/(pi r gamma): 1.000000
Random count/formula: 1.0004 (from 108910 cuts)
Random section area fraction: 0.03003
Random-count limiting radius/formula: 1.0005
Sphere balance/formula at f=0.003, 0.03, 0.1: 1.00000, 0.99983, 0.99812
Greatest force per particle: 9.425 nN
Attached particles per area: 573.0 per um^2
Zener drag pressure: 5.400 MPa
Zener limiting radius: 222.2 nm
Zener limiting diameter: 444.4 nm
Outer ring radius L: 23.57 nm = 4.714 r
Release: latitude 62.38 deg, height 1.966 r
Flexible work: integral 2.77198, energy 2.77198 r^2 gamma
Flexible drag/Zener drag: 0.4412; with L doubled: 0.5420
Flexible drag pressure: 2.382 MPa
Flexible limiting radius: 503.7 nm
Thermal energy kT: 0.0580 eV
Attempt rate: 1e+13 /s; wait: 1000 s
Crossable barrier: 2.137 eV; gamma r^2: 93.62 eV
Thermal attach, release heights: 1.209 r, 1.925 r
Thermal flexible drag/Zener drag: 0.3408
Thermal flexible limiting radius: 652.0 nm
Log-normal spread: 0.30; radius factor: 1.2523
Surface energy (rough): 1.70 J/m^2
Groove pressure scale: 0.212 MPa
Rough C11, C12, C44: 168, 121, 75 GPa
Biaxial modulus (111), (100): 259.9, 114.7 GPa
Expansion mismatch (rough): 14 ppm/K from 293 K
Full, yield-limited strain: 0.532, 0.200 percent
Texture pressure, full strain: 4.108 MPa
Texture pressure, yield-limited: 0.581 MPa
Zener radius with yield-limited texture: 249.0 nm
Flexible radius with yield-limited texture: 666.0 nm
Full texture pressure/flexible drag: 1.724
\end{verbatim}
